**Truncated Coulomb kernel: isolated Hartree energy from a periodic cell**

The program tests the kernel \(4\pi(1-\cos GR)/G^2\), with value \(2\pi R^2\) at \(G=0\), where \(R\) is the truncation radius and \(G\) the length of a reciprocal vector. For a density of support diameter \(D\) in a cubic cell of side \(L\), the Hartree energy should equal the isolated one when \(D\le R\le L-D\), which requires \(L\ge2D\). The program asserts that the kernel agrees with direct quadrature over the truncated sphere, and that the charge, form factor, potential and self-energy of the model lumps agree with radial quadrature. For two touching lumps with \(D=4\) Å, it asserts that lattice sums match the isolated energy inside the window to within \(10^{-6}\) eV, and that the errors outside it match a separate real-space count of lost and added pairs. The output shows 30.695748 eV both for the isolated density and for the cell with \(L=8\) Å and \(R=4\) Å. It also shows a cell of 7 Å in which the energy is right by cancellation while the potential is wrong by 0.0366 eV at the end of the density. A 64-point FFT grid gives an energy 0.0046 eV too high, and the ordinary periodic kernel gives errors of −9.88 eV at 8 Å and −5.07 eV at 16 Å.

## Numerical check

```python
"""
Result under test: the Coulomb interaction cut off at radius R,
    v_R(r) = 1/r for r < R, 0 for r > R,
has the transform 4 pi (1 - cos GR)/G^2, with value 2 pi R^2 at G = 0.
In a cubic cell of side L it gives the isolated Hartree energy of a density
whose support has diameter D when D <= R <= L - D, which requires L >= 2 D.

Model density: two unit-charge lumps centred at x = -d/2 and x = +d/2, each
    rho(r) = 105/(32 pi a^3) (1 - r^2/a^2)^2 for r < a, 0 outside.
Lengths are in angstrom with a = 1; energies are in eV. COULOMB is
e^2/(4 pi eps0) in eV angstrom. Potentials are potential energies of a
unit charge of the same sign as the density.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
LUMP_RADIUS = 1.0
SEPARATION = 2.0
DIAMETER = SEPARATION + 2 * LUMP_RADIUS
TOTAL_CHARGE = 2.0
NORM = 105 / (32 * np.pi)
G_CUTOFF = 50.0


def truncated_kernel(G, R):
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    return np.where(G > 0, 4 * np.pi * (1 - np.cos(safe * R)) / safe**2,
                    2 * np.pi * R**2)


def periodic_kernel(G):
    safe = np.where(G > 0, G, 1.0)
    return np.where(G > 0, 4 * np.pi / safe**2, 0.0)


def lump_density(r):
    return NORM * np.clip(1 - np.asarray(r)**2, 0, None)**2


def form_factor(G):
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    return np.where(G > 0, 105 * spherical_jn(3, safe) / safe**3, 1.0)


def lump_potential(r):
    if r >= 1:
        return 1 / r
    return 1 + 105 / 8 * ((1 - r**2) / 6 - (1 - r**4) / 10 + (1 - r**6) / 42)


# ---- kernel from its definition: integration over the truncated sphere ----
nodes, weights = np.polynomial.legendre.leggauss(80)


def kernel_by_quadrature(G, R):
    r = R * (nodes + 1) / 2
    wr = R * weights / 2
    phase = np.exp(-1j * G * np.outer(r, nodes))
    return 2 * np.pi * np.einsum("i,j,ij->", wr * r, weights, phase)


kernel_rows = []
for G in (0.0, 0.01, 0.5, 1.0, 3.7, 10.0):
    numerical = kernel_by_quadrature(G, 4.0)
    formula = float(truncated_kernel(G, 4.0))
    assert abs(numerical - formula) < 1e-8
    kernel_rows.append((G, numerical.real, formula))

# ---- lump formulas from radial quadrature of the density ----


def enclosed_charge(r):
    return quad(lambda t: 4 * np.pi * t**2 * lump_density(t), 0, r)[0]


assert abs(enclosed_charge(1.0) - 1) < 1e-10
for G in (0.3, 2.0, 9.0):
    direct = quad(lambda r: 4 * np.pi * r**2 * lump_density(r)
                  * np.sinc(G * r / np.pi), 0, 1)[0]
    assert abs(direct - form_factor(G)) < 1e-9
for r in (0.2, 0.6, 0.9):
    outer = quad(lambda t: 4 * np.pi * t * lump_density(t), r, 1)[0]
    assert abs(enclosed_charge(r) / r + outer - lump_potential(r)) < 1e-9
field_energy = 0.5 + quad(lambda r: enclosed_charge(r)**2 / (2 * r**2),
                          0, 1)[0]
assert abs(field_energy - 350 / 429) < 1e-8
self_energy = COULOMB * 350 / 429
pair_energy = COULOMB / SEPARATION
isolated_energy = 2 * self_energy + pair_energy

# ---- reciprocal-space solver; one octant suffices by mirror symmetry ----


@lru_cache(maxsize=2)
def density_coefficients(L, N):
    g = 2 * np.pi * np.arange(N + 1) / L
    multiplicity = np.where(np.arange(N + 1) == 0, 1.0, 2.0)
    G = np.sqrt(g[:, None, None]**2 + g[None, :, None]**2 + g**2)
    rho = form_factor(G) * 2 * np.cos(g * SEPARATION / 2)[:, None, None]
    return g, multiplicity, G, rho


def default_shells(L):
    return int(np.ceil(G_CUTOFF * L / (2 * np.pi)))


def cell_energy(L, R=None, N=None):
    """R = None selects the ordinary periodic kernel without G = 0."""
    g, m, G, rho = density_coefficients(L, N or default_shells(L))
    kernel = periodic_kernel(G) if R is None else truncated_kernel(G, R)
    total = (((kernel * rho**2) @ m) @ m) @ m
    return COULOMB * total / (2 * L**3)


def cell_potential(L, R, point):
    g, m, G, rho = density_coefficients(L, default_shells(L))
    cx, cy, cz = (m * np.cos(g * coordinate) for coordinate in point)
    total = (((truncated_kernel(G, R) * rho) @ cz) @ cy) @ cx
    return COULOMB * total / L**3


def isolated_potential(point):
    x, y, z = point
    return COULOMB * sum(
        lump_potential(np.sqrt((x - c)**2 + y**2 + z**2))
        for c in (-SEPARATION / 2, SEPARATION / 2))


# ---- real-space count of lost pairs and of added image pairs ----


def s_times_autocorrelation(s):
    """s h(s) for 1 <= s <= 2, h being the autocorrelation of one lump."""
    half = (2 - s) / 2
    r = s / 2 + half * nodes
    tail = NORM * (1 - (s - r)**2)**3 / 6
    return 2 * np.pi * half * np.sum(weights * r * lump_density(r) * tail)


def clipped_pair_energy(centre_distance, x):
    """Pair energy beyond (or within) a radius at distance x from the
    centre distance, on the far (or near) side; valid for x >= 1."""
    assert x >= 1 - 1e-12
    if x >= 2:
        return 0.0
    half = (2 - x) / 2
    s = x + half * (nodes + 1)
    values = np.array([s_times_autocorrelation(t) for t in s])
    integral = half * np.sum(weights * (s - x) * values)
    return COULOMB * 2 * np.pi / centre_distance * integral


def lost_and_added(L, R):
    image_distance = L - SEPARATION
    lost = clipped_pair_energy(SEPARATION, R - SEPARATION)
    added = clipped_pair_energy(image_distance, image_distance - R)
    return lost, added


# ---- window in R at fixed cell, then smallest cell with R = L/2 ----
radius_rows = []
for R in (3.0, 3.5, 4.0, 5.0, 6.0, 6.5, 7.0):
    error = cell_energy(10.0, R) - isolated_energy
    lost, added = lost_and_added(10.0, R)
    assert abs(error - (added - lost)) < 1e-6
    if DIAMETER <= R <= 10.0 - DIAMETER:
        assert abs(error) < 1e-6
    else:
        assert abs(error) > 1e-5
    radius_rows.append((R, error, added - lost))

cell_rows = []
for L in (6.0, 7.0, 8.0, 10.0, 12.0):
    error = cell_energy(L, L / 2) - isolated_energy
    lost, added = lost_and_added(L, L / 2)
    assert abs(error - (added - lost)) < 1e-6
    assert (abs(error) < 1e-6) == (L >= 2 * DIAMETER)
    cell_rows.append((L, error, added - lost))

# ---- smallest exact cell: cutoff convergence, potential, FFT grid ----
L_MIN = 2 * DIAMETER
R_MIN = DIAMETER
best_energy = cell_energy(L_MIN, R_MIN)
assert abs(best_energy - isolated_energy) < 1e-6
cutoff_rows = []
for N in (4, 8, 16, 32):
    error = cell_energy(L_MIN, R_MIN, N) - isolated_energy
    assert error < 0
    cutoff_rows.append((N, 2 * np.pi * N / L_MIN, error))
assert abs(cutoff_rows[-1][2]) < 1e-4

potential_rows = []
for point in ((0, 0, 0), (1, 0, 0), (1.9, 0.2, 0.1), (-1.3, 0.5, 0.4)):
    solver = cell_potential(L_MIN, R_MIN, point)
    reference = isolated_potential(point)
    assert abs(solver - reference) < 2e-3
    potential_rows.append((point, solver, reference))
edge = (L_MIN / 2, 0, 0)
edge_solver = cell_potential(L_MIN, R_MIN, edge)
edge_reference = isolated_potential(edge)
assert abs(edge_solver - edge_reference) > 1

GRID = 64
step = L_MIN / GRID
axis = (np.arange(GRID) - GRID // 2) * step
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
sampled = sum(lump_density(np.sqrt((X - c)**2 + Y**2 + Z**2))
              for c in (-SEPARATION / 2, SEPARATION / 2))
frequency = 2 * np.pi * np.fft.fftfreq(GRID, step)
G_grid = np.sqrt(frequency[:, None, None]**2
                 + frequency[None, :, None]**2 + frequency**2)
rho_grid = np.fft.fftn(sampled) * step**3
fft_energy = COULOMB / (2 * L_MIN**3) * np.sum(
    truncated_kernel(G_grid, R_MIN) * np.abs(rho_grid)**2)
assert abs(fft_energy - isolated_energy) < 1e-2
zero_term = COULOMB * np.pi * R_MIN**2 * TOTAL_CHARGE**2 / L_MIN**3
without_zero = COULOMB / (2 * L_MIN**3) * np.sum(
    np.where(G_grid > 0, truncated_kernel(G_grid, R_MIN), 0)
    * np.abs(rho_grid)**2)
assert abs(isolated_energy - without_zero - zero_term) < 1e-2

# ---- too small a cell: the energy can be right by accident ----


def net_shift(R):
    lost, added = lost_and_added(7.0, R)
    return added - lost


accidental_R = brentq(net_shift, 3.0, 4.0, xtol=1e-12)
accidental_error = cell_energy(7.0, accidental_R) - isolated_energy
accidental_lost = lost_and_added(7.0, accidental_R)[0]
tip = (2.0, 0, 0)
tip_error = cell_potential(7.0, accidental_R, tip) - isolated_potential(tip)
assert abs(accidental_error) < 1e-6
assert accidental_lost > 1e-5
assert abs(tip_error) > 1e-2

# ---- ordinary periodic kernel for comparison ----
periodic_errors = [cell_energy(L) - isolated_energy for L in (8.0, 16.0)]
periodic_ratio = periodic_errors[0] / periodic_errors[1]
assert 1.8 < periodic_ratio < 2.2

print(f"Coulomb constant: {COULOMB:.6f} eV angstrom")
print(f"lump radius a: {LUMP_RADIUS:.1f} angstrom")
print(f"centre separation d: {SEPARATION:.1f} angstrom")
print(f"support diameter D: {DIAMETER:.1f} angstrom")
print(f"smallest exact cell L: {L_MIN:.1f} angstrom, R: {R_MIN:.1f} angstrom")
print("kernel at R = 4 angstrom: G (1/angstrom), quadrature, formula"
      " (angstrom^2)")
for G, numerical, formula in kernel_rows:
    print(f"  {G:5.2f}  {numerical:12.7f}  {formula:12.7f}")
print(f"self-energy of one lump: {self_energy:.6f} eV")
print(f"pair energy of the lumps: {pair_energy:.6f} eV")
print(f"isolated Hartree energy: {isolated_energy:.6f} eV"
      f" = {isolated_energy / HARTREE:.6f} hartree")
print(f"truncated kernel, smallest exact cell: {best_energy:.6f} eV")
print("cell L = 10 angstrom: R (angstrom), energy error, pair count (eV)")
for R, error, predicted in radius_rows:
    print(f"  {R:4.1f}  {error:11.6f}  {predicted:11.6f}")
print("R = L/2: L (angstrom), energy error, pair count (eV)")
for L, error, predicted in cell_rows:
    print(f"  {L:4.1f}  {error:11.6f}  {predicted:11.6f}")
print("L = 8, R = 4 angstrom: N, cutoff (1/angstrom), energy error (eV)")
for N, cutoff, error in cutoff_rows:
    print(f"  {N:3d}  {cutoff:7.3f}  {error:.3e}")
print("potential on the support: point (angstrom), solver, isolated (eV)")
for point, solver, reference in potential_rows:
    print(f"  {point}  {solver:.4f}  {reference:.4f}")
print(f"potential at cell face x = 4 angstrom: solver {edge_solver:.4f} eV,"
      f" isolated {edge_reference:.4f} eV")
print(f"FFT grid: {GRID} points per axis, spacing {step:.3f} angstrom")
print(f"FFT energy: {fft_energy:.6f} eV,"
      f" error {fft_energy - isolated_energy:.2e} eV")
print(f"energy carried by the G = 0 term: {zero_term:.6f} eV")
print(f"accidental match at L = 7 angstrom: R = {accidental_R:.6f} angstrom")
print(f"  energy error there: {accidental_error:.1e} eV")
print(f"  lost pair energy = added image energy: {accidental_lost:.6f} eV")
print(f"  potential error at x = 2 angstrom: {tip_error:.4f} eV")
print(f"periodic kernel error, L = 8 angstrom: {periodic_errors[0]:.4f} eV")
print(f"periodic kernel error, L = 16 angstrom: {periodic_errors[1]:.4f} eV")
print(f"ratio of these errors: {periodic_ratio:.4f} (no unit)")
print("verified")
```

Printed output:

```
Coulomb constant: 14.399645 eV angstrom
lump radius a: 1.0 angstrom
centre separation d: 2.0 angstrom
support diameter D: 4.0 angstrom
smallest exact cell L: 8.0 angstrom, R: 4.0 angstrom
kernel at R = 4 angstrom: G (1/angstrom), quadrature, formula (angstrom^2)
   0.00   100.5309649   100.5309649
   0.01   100.5175615   100.5175615
   0.50    71.1833040    71.1833040
   1.00    20.7802986    20.7802986
   3.70     1.4827698     1.4827698
  10.00     0.2094736     0.2094736
self-energy of one lump: 11.747963 eV
pair energy of the lumps: 7.199823 eV
isolated Hartree energy: 30.695748 eV = 1.128048 hartree
truncated kernel, smallest exact cell: 30.695748 eV
cell L = 10 angstrom: R (angstrom), energy error, pair count (eV)
   3.0    -0.107865    -0.107865
   3.5    -0.000946    -0.000946
   4.0    -0.000000     0.000000
   5.0    -0.000000     0.000000
   6.0    -0.000000     0.000000
   6.5     0.000237     0.000237
   7.0     0.026966     0.026966
R = L/2: L (angstrom), energy error, pair count (eV)
   6.0    -0.053933    -0.053933
   7.0    -0.000568    -0.000568
   8.0    -0.000000     0.000000
  10.0    -0.000000     0.000000
  12.0    -0.000000     0.000000
L = 8, R = 4 angstrom: N, cutoff (1/angstrom), energy error (eV)
    4    3.142  -7.401e-01
    8    6.283  -3.865e-03
   16   12.566  -3.917e-05
   32   25.133  -3.528e-07
potential on the support: point (angstrom), solver, isolated (eV)
  (0, 0, 0)  28.7993  28.7993
  (1, 0, 0)  38.6991  38.6990
  (1.9, 0.2, 0.1)  20.4765  20.4765
  (-1.3, 0.5, 0.4)  25.9434  25.9434
potential at cell face x = 4 angstrom: solver 9.5998 eV, isolated 7.6798 eV
FFT grid: 64 points per axis, spacing 0.125 angstrom
FFT energy: 30.700392 eV, error 4.64e-03 eV
energy carried by the G = 0 term: 5.654728 eV
accidental match at L = 7 angstrom: R = 3.531570 angstrom
  energy error there: -2.9e-09 eV
  lost pair energy = added image energy: 0.000589 eV
  potential error at x = 2 angstrom: 0.0366 eV
periodic kernel error, L = 8 angstrom: -9.8777 eV
periodic kernel error, L = 16 angstrom: -5.0671 eV
ratio of these errors: 1.9494 (no unit)
verified
```
